# Lanczos coefficients of the square lattice from moments, and their limit

## Problem

An infinite square lattice has one orbital per site, zero site energy and a real hopping \(t\neq0\) between nearest neighbours. The Lanczos recursion starts from the state \(u_0\) on a single site and builds orthonormal states \(u_n\):

\[
Hu_n=b_{n+1}u_{n+1}+a_nu_n+b_nu_{n-1},\qquad b_n>0,\quad b_0u_{-1}=0 .
\]

The moments \(\mu_m=\langle u_0|H^m|u_0\rangle\) begin with \(\mu_2=4t^2\), \(\mu_4=36t^4\), \(\mu_6=400t^6\).

(a) Find \(b_1^2,b_2^2,b_3^2\). (b) Does \(b_n^2\) have a limit, and if so which? (c) For \(t=0.5\) eV, use the results to estimate the local density of states.

The algebra below sets \(|t|=1\). The sign of \(t\) does not affect even moments.

## A tempting solution

The moment \(\mu_{2n}\) counts walks of \(2n\) steps that return to the start. On the Lanczos chain such a walk goes out to site \(n\) and back, crossing each bond twice, so \(\mu_{2n}=b_1^2b_2^2\cdots b_n^2\). Dividing successive moments gives

\[
b_1^2=4,\qquad b_2^2=\frac{36}{4}=9,\qquad b_3^2=\frac{400}{36}=\frac{100}{9}.
\]

The moments are the squares of \(2,6,20\), the central binomial coefficients. If this continues,

\[
b_n^2=\left[\binom{2n}{n}\Big/\binom{2n-2}{n-1}\right]^2=\left[\frac{2(2n-1)}{n}\right]^2\to16 .
\]

Thus \(b_n\to4\), which seems to be confirmed by the band edge at \(E=4\).

## Where it fails

The binomial pattern is correct, as shown below. The fault is the product formula: a walk of four steps may also go \(0\to1\to0\to1\to0\), and this contributes \(b_1^4\). The formula keeps the single walk that goes straight out and back. For \(n=1\) there is no other, so \(b_1^2\) came out right.

The agreement with the band edge is also false. Suppose \(b_n\to b\), and spread a normalized state evenly over \(L\) consecutive chain sites far from the start. It contains \(L-1\) bonds, so its energy is close to \(2b(L-1)/L\) (plus the mean of the \(a_n\), which vanish here). For large \(L\) this approaches \(2b\). With \(b=4\) it would be 8, but no state can have energy above 4. Any limit must therefore satisfy \(b\le2\).

## Part (a): the first three coefficients

**The diagonal coefficients vanish.** Colour the lattice like a chessboard. \(H\) moves amplitude from one colour to the other. If \(u_n\) lives on one colour and \(u_{n-1}\) on the other, then \(a_n=\langle u_n|H|u_n\rangle=0\), and \(b_{n+1}u_{n+1}=Hu_n-b_nu_{n-1}\) lives on the colour opposite to \(u_n\). Since \(u_0\) occupies one colour, \(a_n=0\) for all \(n\) by induction.

**Moments in terms of couplings.** Apply \(H\) repeatedly:

\[
\begin{aligned}
Hu_0&=b_1u_1,\\
H^2u_0&=b_1^2u_0+b_1b_2u_2,\\
H^3u_0&=b_1^3u_1+b_1b_2(b_2u_1+b_3u_3)\\
&=b_1(b_1^2+b_2^2)u_1+b_1b_2b_3u_3 .
\end{aligned}
\]

Because \(H\) is Hermitian, \(\mu_{2n}=\|H^nu_0\|^2\). The states are orthonormal, so

\[
\mu_2=b_1^2,\quad \mu_4=b_1^2(b_1^2+b_2^2),\quad
\mu_6=b_1^2\left[(b_1^2+b_2^2)^2+b_2^2b_3^2\right].
\]

The first relation gives \(b_1^2=4\). The second reads \(36=4(4+b_2^2)\), so \(b_2^2=5\). The third reads \(400=4(81+5b_3^2)\), so \(5b_3^2=19\). In units of \(t^2\),

\[
b_1^2=4,\qquad b_2^2=5,\qquad b_3^2=\frac{19}{5}.
\]

## Part (b): the limit

Three moments cannot determine a limit, since a chain with these couplings may be continued with any later ones. The full spectral density is needed.

**Moments and density.** With lattice spacing 1, the band energy is

\[
E=2(\cos k_x+\cos k_y)=4\cos u\cos v,\quad u=\frac{k_x+k_y}{2},\; v=\frac{k_x-k_y}{2}.
\]

The average over \(k_x,k_y\) equals the average over independent uniform angles \(u,v\): the mode \(e^{i(mk_x+nk_y)}\) becomes \(e^{i(m+n)u+i(m-n)v}\), and both averages vanish unless \(m=n=0\). The constant term of \((e^{iu}+e^{-iu})^{2n}/4^n\) gives the mean of \(\cos^{2n}u\) as \(\binom{2n}{n}/4^n\). Hence \(\mu_{2n}=\binom{2n}{n}^2\), which confirms the pattern.

The variable \(x=\cos u\) has density \(1/(\pi\sqrt{1-x^2})\). For \(0<s<1\), the product \(s=E/4\) of two such variables has density

\[
\frac{2}{\pi^2}\int_s^1\frac{dx}{x\sqrt{1-x^2}\sqrt{1-s^2/x^2}}
=\frac{2}{\pi^2}\int_s^1\frac{dx}{\sqrt{(1-x^2)(x^2-s^2)}} ,
\]

where the 2 counts both signs of \(x\). Put \(x^2=1-k^2\sin^2\varphi\) with \(k^2=1-s^2\). Then \(1-x^2=k^2\sin^2\varphi\), \(x^2-s^2=k^2\cos^2\varphi\) and \(|dx|=k^2\sin\varphi\cos\varphi\,d\varphi/x\), so the integral is

\[
K(k)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-k^2\sin^2\varphi}} .
\]

Since \(dE=4\,ds\), and the density is even in \(E\),

\[
\rho(E)=\frac{K(k)}{2\pi^2},\qquad k^2=1-\frac{E^2}{16},\quad |E|<4 .
\]

Now set \(E=4\cos\theta\) and \(z=e^{i\theta}\), and let \(\langle\cdot\rangle\) denote the mean over the circle. Extending the integral from \([0,\pi]\) to the whole circle gives

\[
\int\rho F\,dE=\langle fF\rangle,\qquad
f=4\pi\rho|\sin\theta|=\frac2\pi|\sin\theta|\,K(|\sin\theta|).
\]

Since \(K\ge\pi/2\), we have \(f\ge|\sin\theta|\). Also \(\log f\le f\), so \(\log f\) is integrable. Define \(G=e^{\langle\log f\rangle}\). From \(\sin\theta=2\sin(\theta/2)\cos(\theta/2)\), the mean \(m\) of \(\log|\sin\theta|\) obeys \(m=\log2+2m\), so \(m=-\log2\) and \(G\ge1/2\). Jensen's inequality gives \(G\le\langle f\rangle=1\).

**A minimum problem.** The recursion gives \(u_n=P_n(H)u_0/(b_1\cdots b_n)\) with \(P_n\) monic of degree \(n\). Orthonormality means that \(\int P_n^2\rho\,dE=b_1^2\cdots b_n^2\) and that \(P_n\) is orthogonal to all lower degrees. Any other monic polynomial of degree \(n\) differs from \(P_n\) by a lower-degree part, which can only increase the integral. Thus

\[
N_n\equiv\prod_{j=1}^n\frac{b_j^2}{4}=\min_p\langle p^2f\rangle,\qquad p=2^{-n}P(4\cos\theta).
\]

As \(4\cos\theta=2(z+z^{-1})\), the allowed \(p\) are the real even trigonometric polynomials \(z^n+z^{-n}+\) lower terms.

**Lower bound.** Let \(c_k\) be the Fourier coefficients of \(\log f\), real because \(f\) is even, and define for \(|z|<1\)

\[
D(z)=\exp\Big(\tfrac12c_0+\sum_{k\ge1}c_kz^k\Big),\qquad D(0)^2=G .
\]

Inside the disc \(\log|D|^2\) is the Poisson average of \(\log f\). By Jensen, \(|D|^2\) is at most the Poisson average of \(f\), so \(D\) has square-summable power-series coefficients and boundary values with \(|D|^2=f\) almost everywhere. On the circle take

\[
g=z^{-n}+z^nD/\bar D .
\]

Then \(\langle\bar g\,pD\rangle=\langle z^npD\rangle+\langle z^{-n}p\bar D\rangle\). In the first term \(z^np\) is a polynomial in \(z\) with constant term 1, so the mean is \(D(0)\). The second is its complex conjugate, also \(D(0)\). Moreover,

\[
\langle|g|^2\rangle=2+2I_n,\qquad I_n=\mathrm{Re}\,\langle z^{2n}D/\bar D\rangle .
\]

The Cauchy–Schwarz inequality for the minimizing \(p\) gives \(4G\le(2+2I_n)N_n\), or

\[
N_n\ge\frac{2G}{1+I_n}.
\]

Since \(D/\bar D\) is bounded, \(I_n\to0\) by the Riemann–Lebesgue lemma.

**Upper bound.** Fix a real polynomial \(q\) with \(q(0)=1\). For \(n>\deg q\), the function \(p=z^{-n}q+z^n\bar q\) is allowed, and

\[
N_n\le\langle p^2f\rangle=2\langle|q|^2f\rangle+2\,\mathrm{Re}\,\langle z^{-2n}q^2f\rangle .
\]

The last term vanishes as \(n\to\infty\). To choose \(q\), replace \(f\) by \(f_\varepsilon=f+\varepsilon\), with corresponding \(D_\varepsilon\) and \(G_\varepsilon\). The function \(h=D_\varepsilon(0)/D_\varepsilon\) has \(h(0)=1\) and \(|h|^2=G_\varepsilon/f_\varepsilon\) on the circle, and is bounded because \(f_\varepsilon\ge\varepsilon\). Its Fejér means are polynomials with value 1 at \(z=0\). They obey the same bound, as averages of \(h\) with a positive kernel, and converge to \(h\) almost everywhere. Taking them as \(q\), dominated convergence gives \(\langle|q|^2f_\varepsilon\rangle\to G_\varepsilon\). As \(f\le f_\varepsilon\), the upper limit of \(N_n\) is at most \(2G_\varepsilon\). When \(\varepsilon\) decreases to zero, monotone convergence of \(\log f_\varepsilon\) gives \(G_\varepsilon\to G\).

The bounds meet: \(N_n\to2G\), which is finite and positive. Therefore

\[
b_n^2=4\,\frac{N_n}{N_{n-1}}\longrightarrow4 ,
\]

or \(b_n\to2|t|\), half the distance from the band centre to the edge.

Numerically \(2G=1.3200\) and \(N_{300}=1.3192\). The approach is slow: \(b_{100}^2-4=0.0054\) and \(b_{101}^2-4=-0.0051\). For every \(n\) from 2 to 300 the even coefficients lie above 4 and the odd ones below. That the singularity of \(\rho\) at the band centre causes this alternation is a conjecture here.

The proof needs \(\log f\) to be integrable, which fails if the density vanishes throughout an interval inside the band. A chain with alternating couplings \(v\neq w\) shows what can then happen. Its bulk energies obey \(E^2=|v+we^{iq}|^2\), leaving a gap for \(|E|<|v-w|\), and its \(b_n\) have no limit.

## Part (c): a density of states from three coefficients

Let \(x_n\) be the components of \((E-H)^{-1}u_0\) on the chain, with \(E\) just above the real axis. They satisfy \(Ex_0-b_1x_1=1\) and, for \(n\ge1\), \(Ex_n-b_nx_{n-1}-b_{n+1}x_{n+1}=0\). Writing \(x_n=b_nG_nx_{n-1}\) for \(n\ge1\) and \(G_0=x_0\) turns both equations into

\[
G_n=\frac{1}{E-b_{n+1}^2G_{n+1}},\qquad \rho=-\frac1\pi\,\mathrm{Im}\,G_0 .
\]

Approximate every coupling after \(b_3\) by its limit. Then \(G_3=T\) with \(T=1/(E-4T)\), or \(4T^2-ET+1=0\). The root with negative imaginary part, required for a positive density, is

\[
T=\frac{E-i\sqrt{16-E^2}}{8},\qquad |E|<4 .
\]

For \(t=0.5\) eV the couplings are \(b_1=1.000\), \(b_2=1.118\), \(b_3=0.975\) eV, with limit 1.000 eV and band edges at \(\pm2.000\) eV. At 1.00 eV, which is \(E=2\) in units of \(t\):

\[
\begin{aligned}
T&=0.2500-0.4330i,\\
G_2&=1/(2-3.8T)=1/(1.0500+1.6454i),\\
G_1&=1/(2-5G_2)=1/(0.6220+2.1594i),\\
G_0&=1/(2-4G_1)=1/(1.5073+1.7104i).
\end{aligned}
\]

Thus \(\mathrm{Im}\,G_0=-0.3291\) and \(\rho=0.1048/t=0.2095\) per eV, for each site and spin. The exact density of this model gives the comparison below; errors are relative to it.

| Energy (eV) | Estimate (1/eV) | Exact (1/eV) | Error |
|---|---|---|---|
| 0.50 | 0.318 | 0.284 | +12% |
| 1.00 | 0.210 | 0.219 | −4.1% |
| 1.50 | 0.177 | 0.183 | −3.0% |

At the band centre the estimate is 0.419 per eV, while the exact density diverges: as \(k\to1\), the integrand of \(K\) tends to \(1/\cos\varphi\), whose integral diverges at \(\pi/2\). The constant tail misses this singularity. It also misses the band edge. As \(|E|\to4\), \(\mathrm{Im}\,T\to0\) while \(G_0\) stays finite, so the estimate falls to zero. The exact density ends in a step of height \(K(0)/(2\pi^2|t|)=1/(4\pi|t|)=0.159\) per eV. The error does not shrink steadily away from the centre either: it is −7% at 1.25 eV and +9% at 1.75 eV.

The estimate preserves the moments through \(\mu_6\). The coupling \(b_4\) first enters \(\mu_8\), through the component \(b_1b_2b_3b_4\) of \(H^4u_0\) on \(u_4\). Its true square is \(409/95\), so replacing it by 4 lowers \(\mu_8\) by

\[
4\cdot5\cdot\frac{19}{5}\left(\frac{409}{95}-4\right)=23.2 ,
\]

from 4900 to 4876.8 in units of \(t^8\). The numerical check confirms this value by integrating the estimated density.

## Values computed for the example and the checks

```
moments mu2, mu4, mu6, mu8 (t^k): 4 36 400 4900
b1^2 = 4 = 4.000000 t^2
b2^2 = 5 = 5.000000 t^2
b3^2 = 19/5 = 3.800000 t^2
b4^2 = 409/95 = 4.305263 t^2
b5^2 = 30095/7771 = 3.872732 t^2
b6^2 = 10263629/2461771 = 4.169205 t^2
largest |a_n|, vector Lanczos, 40 steps: 0.0e+00 t
largest gap in b_n^2, Lanczos vs moments: 2.2e-15 t^2
b_10^2 - 4 = +0.085034 t^2
b_11^2 - 4 = -0.057383 t^2
b_50^2 - 4 = +0.011918 t^2
b_51^2 - 4 = -0.010854 t^2
b_100^2 - 4 = +0.005360 t^2
b_101^2 - 4 = -0.005099 t^2
b_299^2 - 4 = -0.001536 t^2
b_300^2 - 4 = +0.001552 t^2
n in 2..300 not (even above 4, odd below 4): 0
G = 0.660024, 2G = 1.320049 (no unit)
N_1 = 1.000000 (no unit)
N_2 = 1.250000 (no unit)
N_3 = 1.187500 (no unit)
N_10 = 1.300425 (no unit)
N_100 = 1.317669 (no unit)
N_300 = 1.319216 (no unit)
lower bound on N_300: 1.318813 (no unit)
upper bound on N_300: 1.324942 (no unit)
trial polynomial: degree 200, epsilon 0.001
hopping t = 0.5 eV
b1 = 1.0000 eV
b2 = 1.1180 eV
b3 = 0.9747 eV
limiting b = 1.0000 eV
band edges = -2.0000 and +2.0000 eV
density of states per site and spin, in 1/eV:
E = 0.50 eV: 3 levels + tail 0.31786, exact 0.28382, error +11.99 %
E = 1.00 eV: 3 levels + tail 0.20950, exact 0.21850, error -4.12 %
E = 1.50 eV: 3 levels + tail 0.17730, exact 0.18283, error -3.03 %
E = 0 eV: 3 levels + tail 0.41883 1/eV
exact at E = 5.0e-05 eV: 1.21412 1/eV
exact at E = 5.0e-09 eV: 2.14733 1/eV
mu8 with 3 levels + tail: 4876.800 t^8
```
